# Simon's ω recurrence and partial reorthogonalization in the Lanczos method, part 1

(Sections cited here and not found follow in the later parts.)

## Part I. The recurrence for the inner products

### Result

Let $A$ be a real $n\times n$ matrix, exactly symmetric as stored, with spectral norm $\|A\|$; here it is a Hamiltonian in hartree. Let $\varepsilon$ be machine epsilon, the distance from 1 to the next floating-point number. Let $q_1,q_2,\dots$ and $\alpha_j,\beta_j$ be the vectors and coefficients that a Lanczos program actually stores, and let $\omega_{jk}=q_j^{T}q_k$ be the exact inner products of the stored vectors. Three statements hold.

**(a)** For $1\le k\le j-1$, exactly,
$$\beta_{j+1}\omega_{j+1,k}=\beta_{k+1}\omega_{j,k+1}+(\alpha_k-\alpha_j)\,\omega_{jk}+\beta_k\omega_{j,k-1}-\beta_j\omega_{j-1,k}+q_j^{T}g_k-q_k^{T}g_j ,$$
where $g_j$ is the rounding error of step $j$ plus whatever reorthogonalization removed in that step. With the last two terms replaced by a number of size $\varepsilon\|A\|$, this is Simon's recurrence: it estimates a whole row of inner products from scalars, in $O(j)$ operations. The estimate is not a bound.

**(b)** Let $\kappa$ be the largest off-diagonal $|\omega|$ met up to step $j$, with $j\kappa\ll1$; let $N$ be the orthonormal basis obtained from $q_1,\dots,q_j$ by Gram–Schmidt in exact arithmetic, and $T$ the computed tridiagonal matrix. To leading order in $j\kappa$, every entry of $N^{T}AN-T$ is at most $2j\kappa^2\|A\|+O(\varepsilon\|A\|)$ in size. The error is quadratic in $\kappa$, so $T$ is guaranteed accurate to rounding for $\kappa\lesssim\sqrt{\varepsilon/j}$. The level $\sqrt\varepsilon$ is the working form of this condition, without the worst-case factor $j$.

**(c)** The rule: when an estimated $|\omega_{j+1,k}|$ reaches $\sqrt\varepsilon$, orthogonalize $q_{j+1}$ once against the batch of earlier vectors around $k$, do the same for $q_{j+2}$, and reset the estimates of the treated entries to $\varepsilon$. The removed coefficients are not entered into $T$. The cut $\eta=\varepsilon^{3/4}$ that delimits a batch is a convention, not a derived value; it bears on safety as well as cost, since a cut close to $\sqrt\varepsilon$ can let the true level pass $\sqrt\varepsilon$ unseen.

### The computed step and its rounding error

Indices start at 1, with $q_0=0$, $\beta_1=0$ and $\omega_{j0}=0$; $\beta_{j+1}>0$ couples $q_j$ and $q_{j+1}$. Step $j$ computes, in this order,
$$r=Aq_j-\beta_jq_{j-1},\qquad \alpha_j=q_j^{T}r,\qquad r'=r-\alpha_jq_j ,$$
then optionally, for an index set $S\subseteq\{1,\dots,j\}$, the coefficients $w_{kj}=q_k^{T}r'$ and $r''=r'-\sum_{k\in S}w_{kj}q_k$ (one classical Gram–Schmidt pass; $w_{kj}=0$ for $k\notin S$), and finally $\beta_{j+1}=\|r''\|$, $q_{j+1}=r''/\beta_{j+1}$. The vector $f_j$ is defined as what is needed to make the stored quantities satisfy an exact equation:
$$\beta_{j+1}q_{j+1}=Aq_j-\alpha_jq_j-\beta_jq_{j-1}-g_j,\qquad g_j=f_j+\sum_{k\le j}w_{kj}q_k. \tag{1}$$
Equation (1) has content only through the size of $f_j$. Each floating-point operation returns the exact result times $1+\delta$ with $|\delta|\le\varepsilon/2$. The product $Aq_j$, the vector updates and the final division act on vectors of norm of order $\|A\|$, and each leaves an error of order $\varepsilon\|A\|$. Errors in the scalars $\alpha_j$, $\beta_{j+1}$, $w_{kj}$ do not enter $f_j$, because (1) is written with the stored values. Three size assumptions are used, with constants of order one:
$$\|f_j\|=O(\varepsilon\|A\|),\qquad |\omega_{jj}-1|=O(\varepsilon),\qquad \beta_{j+1}|\omega_{j+1,j}|=O(\varepsilon\|A\|). \tag{2}$$
The second is the error of normalization. The third, local orthogonality, holds for a step without removal for this reason. Write the stored $\alpha_j=q_j^Tr+\delta_j$ with $\delta_j$ the inner-product error, and $\beta_{j+1}q_{j+1}=r-\alpha_jq_j+e_j'$ with $e_j'$ the error of the update and the division. Multiplying by $q_j^T$ and substituting $q_j^Tr=\alpha_j-\delta_j$,
$$\beta_{j+1}\omega_{j+1,j}=q_j^Tr-\alpha_j\omega_{jj}+q_j^Te_j'=-\delta_j+\alpha_j(1-\omega_{jj})+q_j^Te_j'. \tag{3}$$
All three terms are $O(\varepsilon\|A\|)$ and none refers to an earlier step, so local orthogonality does not decay however long the run. This depends on the order of operations: $\alpha_j$ is taken from $r$, after $\beta_jq_{j-1}$ has been subtracted. If $\alpha_j$ were $q_j^TAq_j$, the right side of (3) would contain $-\beta_j\omega_{j,j-1}$, and the local errors of successive steps would add up.

Worst-case constants in (2) grow with $n$, so the actual ones are measured.

### The model used for the numbers

The example is the open Hubbard chain with six sites,
$$A=-t\sum_{i=1}^{5}\sum_{\sigma}\left(c^\dagger_{i\sigma}c_{i+1,\sigma}+c^\dagger_{i+1,\sigma}c_{i\sigma}\right)+U\sum_{i=1}^{6}n_{i\uparrow}n_{i\downarrow},$$
with round parameters $t=0.1$ Ha and $U=0.4$ Ha and three electrons of each spin, so $n=20\times20=400$. Dense diagonalization gives $E_0=-0.309257$ Ha ($-8.4153$ eV), $E_1=-0.269150$ Ha and $E_{\max}=\|A\|=1.509257$ Ha. The spectrum is symmetric: exchanging $c_{i\downarrow}$ with $c^\dagger_{i\downarrow}$ reverses the down-spin hopping and turns $n_\uparrow n_\downarrow$ into $n_\uparrow-n_\uparrow n_\downarrow$; the sign change $c_{i\uparrow}\to(-1)^ic_{i\uparrow}$ reverses the up-spin hopping; together they map $A$ to $3U-A$. Hence $E_0+E_{\max}=3U=1.2$ Ha, and both ends of the spectrum are equally well separated. The start vector is random.

The exact identities are tested by running Lanczos in single precision ($\varepsilon_{32}=1.192\times10^{-7}$, 80 steps) and evaluating $f_j$ and $\omega_{jk}$ from the stored numbers in double precision, which is exact to about nine digits relative to $\varepsilon_{32}$. In those runs $\max\|f_j\|=0.41$, $\max\beta_{j+1}|\omega_{j+1,j}|=0.60$ and $\max|q_j^Tf_k-q_k^Tf_j|=0.14$, in units of $\varepsilon_{32}\|A\|$, and $\max|\omega_{jj}-1|=1.30\,\varepsilon_{32}$. The first figure covers the runs with and without reorthogonalization, the others the run without. The worked example runs 250 steps in double precision: $\varepsilon=2.220\times10^{-16}$, $\sqrt\varepsilon=1.490\times10^{-8}$, $\varepsilon\|A\|=3.351\times10^{-16}$ Ha.

### Derivation of the recurrence

Multiply (1) for step $j$ from the left by $q_k^T$:
$$\beta_{j+1}\omega_{j+1,k}=q_k^TAq_j-\alpha_j\omega_{jk}-\beta_j\omega_{j-1,k}-q_k^Tg_j. \tag{4}$$
Write (1) for step $k$ and multiply from the left by $q_j^T$:
$$\beta_{k+1}\omega_{j,k+1}=q_j^TAq_k-\alpha_k\omega_{jk}-\beta_k\omega_{j,k-1}-q_j^Tg_k. \tag{5}$$
Solve (5) for the matrix element:
$$q_j^TAq_k=\beta_{k+1}\omega_{j,k+1}+\alpha_k\omega_{jk}+\beta_k\omega_{j,k-1}+q_j^Tg_k .$$
Because $A=A^T$, $q_k^TAq_j=q_j^TAq_k$. Inserting this into (4) and collecting the two terms in $\omega_{jk}$ gives
$$\beta_{j+1}\omega_{j+1,k}=\beta_{k+1}\omega_{j,k+1}+(\alpha_k-\alpha_j)\omega_{jk}+\beta_k\omega_{j,k-1}-\beta_j\omega_{j-1,k}+q_j^Tg_k-q_k^Tg_j. \tag{6}$$
Only (1) and symmetry were used; no smallness was assumed. Row $j+1$ of the table $\omega$ follows from rows $j$ and $j-1$, and within row $j$ entry $k$ couples to its neighbours $k\pm1$.

Two edge cases fix the boundary data. For $k=j$, (6) reads $\beta_{j+1}\omega_{j+1,j}=\beta_{j+1}\omega_{j,j+1}+\beta_j\omega_{j,j-1}-\beta_j\omega_{j-1,j}$, which is an empty identity since $\omega$ is symmetric. The entry $\omega_{j+1,j}$ is therefore an input, supplied by (3). For $k=j-1$ the first and fourth terms are $\beta_j\omega_{jj}-\beta_j\omega_{j-1,j-1}$; the two unit diagonals cancel and leave $O(\varepsilon\beta_j)$. An implementation can store the diagonals of its estimate as zero, which carries out this cancellation exactly. Unit diagonals would leave a rounding error of order $\varepsilon\beta_j$, which is no larger in order than the source $\varepsilon\|A\|$ that the estimate adds anyway.

In exact arithmetic all sources and local terms vanish, and (6) gives $\omega_{j+1,k}=0$ row by row, which is the proof that the three-term recurrence generates an orthonormal basis. The coefficients of (6) contain only differences of $\alpha$, so a shift $A\to A+cI$ leaves the propagation unchanged but changes the sources, which scale with the norm of the matrix actually multiplied.

The program tests (6) in two ways. With directly computed inner products on the right side, the two sides differ by at most $3.1\times10^{-16}$ Ha without and $2.5\times10^{-16}$ Ha with reorthogonalization over all 80 single-precision steps; dropping $f$ raises this to $2.6\times10^{-8}$ and $2.0\times10^{-8}$ Ha. Chained, with its own output fed back and only $\omega_{jj}$, $\omega_{j+1,j}$ and the sources supplied, (6) follows the true inner products from rounding level up to $0.05$ (reached at $q_{43}$) with an error of at most $3.4\times10^{-9}$ relative to the largest entry of each row; without $f$ the relative error reaches $0.35$.

### Why the inner products grow

Take a run without removal, so $g=f$. Collect $Q=[q_1,\dots,q_j]$, $F=[f_1,\dots,f_j]$, the tridiagonal $T$ with diagonal $\alpha_i$ and off-diagonal $T_{i+1,i}=T_{i,i+1}=\beta_{i+1}$, and let $e_j$ be the last unit vector of length $j$. The equations (1) for steps $1,\dots,j$ are the columns of
$$AQ=QT+\beta_{j+1}q_{j+1}e_j^T+F. \tag{7}$$
Set $C=Q^TQ$ and $u=Q^Tq_{j+1}$, so $u_k=\omega_{j+1,k}$. Multiplying (7) by $Q^T$ gives $Q^TAQ=CT+\beta_{j+1}ue_j^T+Q^TF$. The left side is symmetric, so the right side equals its transpose $TC+\beta_{j+1}e_ju^T+F^TQ$. With $[X,Y]=XY-YX$,
$$[T,C]=\beta_{j+1}\left(ue_j^T-e_ju^T\right)+K,\qquad K=Q^TF-F^TQ. \tag{8}$$
The strictly upper entries of (8) are the equations (6). Split $C=D+U+U^T$ with $D=\operatorname{diag}(\omega_{ii})$ and $U$ strictly upper triangular, $U_{ik}=\omega_{ik}$ for $i<k$. The three commutators have these shapes.

In $(TU)_{ik}=\sum_lT_{il}U_{lk}$ the sum needs $i-1\le l<k$, so $k\ge i$; in $(UT)_{ik}=\sum_lU_{il}T_{lk}$ it needs $i<l\le k+1$, so again $k\ge i$. Thus $[T,U]$ is upper triangular. On its diagonal, $(TU)_{ii}=T_{i,i-1}U_{i-1,i}=\beta_i\omega_{i,i-1}$, and $(UT)_{ii}=U_{i,i+1}T_{i+1,i}=\beta_{i+1}\omega_{i+1,i}$ for $i<j$, zero for $i=j$. Next, $[T,U^T]=-[T,U]^T$ is lower triangular. Finally $[T,D]_{ik}=T_{ik}(\omega_{kk}-\omega_{ii})$, which is $O(\varepsilon\|A\|)$ and vanishes on the diagonal.

Let $\operatorname{su}(X)$ be the strictly upper part of $X$. Applied to (8): $\operatorname{su}[T,U^T]=0$; $\operatorname{su}(e_ju^T)=0$ since that matrix has only a last row; and $\operatorname{su}(ue_j^T)=ue_j^T-\omega_{j+1,j}e_je_j^T$. Therefore
$$\operatorname{su}[T,U]=\beta_{j+1}ue_j^T-\beta_{j+1}\omega_{j+1,j}e_je_j^T+\operatorname{su}\left(K-[T,D]\right).$$
Adding the diagonal of $[T,U]$ restores the full commutator, and the term $-\beta_{j+1}\omega_{j+1,j}$ is exactly the piece missing from its last entry:
$$[T,U]=\beta_{j+1}ue_j^T+G,\qquad G=\operatorname{diag}\left(\beta_i\omega_{i,i-1}-\beta_{i+1}\omega_{i+1,i}\right)_{i=1}^{j}+\operatorname{su}\left(K-[T,D]\right). \tag{9}$$
By (2) every entry of $G$ is $O(\varepsilon\|A\|)$. Let $Ts=\theta s$ with $\|s\|=1$, last component $s_j$, and Ritz vector $y=Qs$. Then $s^T[T,U]s=\theta s^TUs-\theta s^TUs=0$, and $s^Tu=y^Tq_{j+1}$, so (9) gives Paige's relation
$$\beta_{j+1}s_j\;y^Tq_{j+1}=-s^TGs. \tag{10}$$
The factor on the left is the residual of the Ritz pair: applying (7) to $s$ gives $Ay-\theta y=\beta_{j+1}s_jq_{j+1}+Fs$, so $\rho=\beta_{j+1}|s_j|$ is the residual norm up to rounding. The eigenvectors $s^{(i)}$ of $T$ are a complete orthonormal set, so the new row of inner products is
$$u=\sum_{i=1}^{j}s^{(i)}\left(s^{(i)T}u\right)=-\sum_{i=1}^{j}s^{(i)}\,\frac{s^{(i)T}Gs^{(i)}}{\beta_{j+1}s^{(i)}_j}. \tag{11}$$
The numerators stay at rounding level: $|s^TGs|$ is at most the Frobenius norm of $G$, which is $O(j\varepsilon\|A\|)$. The row $u$ becomes large when a denominator becomes small. Orthogonality is lost because a Ritz pair converges, and it is lost along that Ritz vector. The program tests (10) in single precision at $j=30$ for all 30 Ritz pairs; the two sides agree to $1.3\times10^{-9}$ relative to the largest left side.

In the double-precision run the true level first exceeds $\sqrt\varepsilon$ at $q_{53}$, that is $j=52$. For the highest Ritz pair, $\rho=2.62\times10^{-10}$ Ha and $|y^Tq_{53}|=4.06\times10^{-8}$, with product $1.06\times10^{-17}$ Ha $=0.032\,\varepsilon\|A\|$. For the lowest, $2.03\times10^{-10}\times1.26\times10^{-8}=2.6\times10^{-18}$ Ha $=0.008\,\varepsilon\|A\|$. A pair in the middle of the spectrum has $\rho=8.76\times10^{-2}$ Ha and an overlap of order $10^{-16}$, still at rounding level. The products are far below the bound. The program asserts that all of them are below $10\,\varepsilon\|A\|$ and that the largest overlap and the smallest residual belong to extreme pairs.

The energy has converged before this point. For a unit vector with Rayleigh quotient $\theta<E_1$ and residual $\rho$, the operator $(A-E_0)(A-E_1)$ has no negative eigenvalue, and its expectation value is $\rho^2+\theta^2-\theta(E_0+E_1)+E_0E_1\ge0$, since $\langle A^2\rangle=\rho^2+\theta^2$. This factorizes to $(\theta-E_0)(E_1-\theta)\le\rho^2$. With a gap of $0.0401$ Ha the bound at $j=52$ is $(2.03\times10^{-10})^2/0.0401\approx10^{-18}$ Ha, below rounding. In this model, where the lowest pair is among the first to converge, a run that wants only $E_0$ can stop before orthogonality matters. If another pair converges much earlier, (10) shows that the level $\sqrt\varepsilon$ is reached along that pair while the wanted one is still unconverged.

This part has derived the exact recurrence (6) for the inner products and shown that orthogonality is lost along a Ritz vector as its pair converges. What remains is to turn the recurrence into a computable estimate, find the level of orthogonality that $T$ requires, and give the rule for reorthogonalization.
